# Mean cosine and correlation factor for vacancy diffusion on the diamond lattice

**Question**

I am working on tracer diffusion during annealing of an implanted semiconductor, with vacancies hopping between nearest neighbours of the diamond lattice. I need the mean cosine $c$ between successive jumps of a tracer atom, and from it the correlation factor $f$.

After a tracer jump the vacancy sits directly behind the tracer. It has four equally likely hops, and one of them takes the tracer straight back, with cosine $-1$. Keeping this hop alone, I get $c=-1/4$ and $f=(1+c)/(1-c)=0.6$. But the vacancy can also wander off and return later, through the same bond or another one, or never return. I seem to need a sum over infinitely many paths in three dimensions. Can $c$ be found in closed form? And what do I do with the vacancies that never come back?

**Answer**

The sum over paths can be done in closed form, because $c$ needs just one difference of lattice sums, and the connectivity of the diamond lattice fixes that difference.

**Assumptions and the meaning of the average**

The crystal is perfect, the vacancy hops without memory at equal rates to its four neighbours, the tracer is chemically identical to the host, and the vacancy fraction tends to zero.

Put the tracer at the origin. Its neighbours lie at $\mathbf n_1,\dots,\mathbf n_4$, with

$$
|\mathbf n_i|=d,\qquad \mathbf n_i\cdot\mathbf n_j=-\frac{d^2}{3}\ (i\ne j),\qquad \sum_i\mathbf n_i=0 .
$$

Let the vacancy be at $\mathbf n_1$ after the last jump, so that this jump was $\mathbf r=-\mathbf n_1$. If the vacancy next enters the tracer site from $\mathbf n_i$, the tracer moves by $\mathbf n_i$. The cosine is $-1$ for $i=1$ and $+1/3$ for each of the other three.

Let $P_0$ be the probability that this vacancy causes the next jump across the same bond, and $P_1$ the probability for each given other bond. These do not add up to one, since the vacancy may escape. The next jump is then caused by a fresh vacancy, which arrives from far away with equal weight at all four neighbours and contributes zero on average. Escapes therefore count as zeros in the average:

$$
c=-P_0+3P_1\cdot\tfrac13=-P_0+P_1 .
$$

**Why $c$ determines $f$**

Define $f$ as the mean squared displacement after $N\to\infty$ jumps, divided by its uncorrelated value $Nd^2$. After each jump the vacancy is again directly behind the tracer. The surroundings have threefold symmetry about the last bond, so the mean next displacement lies along that bond:

$$
\langle\mathbf r_{k+1}\,|\,\text{past}\rangle=c\,\mathbf r_k .
$$

The same $c$ holds on both sublattices, because inversion through the bond centre exchanges them. Applying the relation $m$ times gives $\langle\mathbf r_{k+m}\cdot\mathbf r_k\rangle=c^m d^2$. There are $N-m$ pairs of jumps $m$ apart, so

$$
f=\lim_{N\to\infty}\Big[1+2\sum_{m=1}^{N-1}\Big(1-\frac mN\Big)c^m\Big]
=1+\frac{2c}{1-c}=\frac{1+c}{1-c}.
$$

**An equation for the next displacement**

Let $\mathbf h(\mathbf x)$ be the mean next tracer displacement caused by a vacancy now at $\mathbf x$, counted as zero if it never reaches the tracer. Consider the vacancy's first hop. Away from the tracer, $\mathbf h$ is the average of its values on the four neighbouring sites. At $\mathbf n_i$, one of the four hops enters the tracer site and yields $\mathbf n_i$. If we define $\mathbf h(0)=0$, both cases read

$$
\mathbf h(\mathbf x)=\frac14\sum_{\mathbf y\sim\mathbf x}\mathbf h(\mathbf y)+\frac14\sum_i\mathbf n_i\,\delta_{\mathbf x,\mathbf n_i},
$$

where $\mathbf y\sim\mathbf x$ means nearest neighbours.

This equation also holds at the origin. By symmetry $\mathbf h(\mathbf n_i)=\lambda\mathbf n_i$ with one common $\lambda$, so the neighbour average there is $\frac{\lambda}{4}\sum_i\mathbf n_i=0$, as required. The tracer site has thus become an ordinary site, and the solution is that of a free walk:

$$
\mathbf h(\mathbf x)=\frac14\sum_i\mathbf n_i\,G(\mathbf x,\mathbf n_i).
$$

Here $G(\mathbf x,\mathbf y)$ is the expected number of visits to $\mathbf y$ by a free walk from $\mathbf x$, counting the start. It is finite in three dimensions and vanishes at large separation.

The solution is unique. The difference of two solutions vanishes at infinity and equals its neighbour average everywhere. If one of its components had a positive maximum, all neighbours would share that value, then their neighbours, and so on to infinity, which is a contradiction. The same argument excludes a negative minimum.

**The difference that fixes the cosine**

Write $G_0$, $G_1$, $G_2$ for $G$ at zero, first-neighbour and second-neighbour separation. Two different neighbours of the tracer are second neighbours of each other, so

$$
\mathbf h(\mathbf n_1)=\frac14\big[G_0\mathbf n_1+G_2(\mathbf n_2+\mathbf n_3+\mathbf n_4)\big]=\frac{G_0-G_2}{4}\,\mathbf n_1 .
$$

Two relations follow from looking at one hop:

- A walk that starts on the target counts one visit and then stands on a first neighbour: $G_0=1+G_1$.
- From a first neighbour, one hop leads to the target and three lead to its second neighbours: $G_1=\frac14(G_0+3G_2)$.

Solve the second for $G_2$ and insert the first:

$$
G_2=\frac{4G_1-G_0}{3}=\frac{4(G_0-1)-G_0}{3}=G_0-\frac43 .
$$

Hence $G_0-G_2=4/3$ and $\mathbf h(\mathbf n_1)=\mathbf n_1/3=-\mathbf r/3$. Therefore

$$
c=-\frac13,\qquad f=\frac{1-\frac13}{1+\frac13}=\frac12 .
$$

Both values are exact under the stated assumptions.

**What your estimate left out**

The separate probabilities do need the value of a lattice sum, $G_0=1.7929$. From a first neighbour, the expected number of visits to the tracer site equals the probability of ever reaching it times $G_0$. So

$$
P_0+3P_1=\frac{G_1}{G_0}=1-\frac1{G_0}=0.4422 .
$$

Subtracting $P_0-P_1=1/3$ gives $4P_1=0.1089$, thus $P_1=0.0272$ and $P_0=0.3606$. Later returns raise the reversal probability from your $0.25$ to $0.3606$, and the other three bonds take back $0.0272$ in the cosine.

If you averaged over jumps made by the same vacancy alone, you would get $-0.3333/0.4422=-0.754$. Put into the formula for $f$, this would give $0.14$. It is the wrong average, because the formula counts every tracer jump.

A simulated walk of one vacancy over $10^6$ hops, following every atom it displaced, gave a mean cosine of $-0.3335$ and a two-jump cosine of $0.1115$, against $c^2=0.1111$. The squared displacements gave $f=0.5002$ directly. Runs of this length scatter by about $0.001$ in $f$ and in $c$, so the last digit is not significant. More values are in the numerical output below.

**If the tracer exchanges at a different rate**

Let the tracer exchange with the vacancy at $\omega$ times the host rate, with all other hops unchanged. This excludes a dopant that binds or repels the vacancy, since that alters the nearby hops and the occupancy of the neighbouring sites. With the vacancy at $\mathbf n_1$, the balance of rates is

$$
(3+\omega)\lambda\,\mathbf n_1=\omega\,\mathbf n_1+\sum_{\text{3 outer}}\mathbf h(\mathbf y).
$$

The equations farther out do not contain $\omega$. They are linear, with boundary values $\lambda\mathbf n_i$, so the last sum is $\kappa\lambda\mathbf n_1$ with a constant $\kappa$. The known case $\omega=1$, $\lambda=1/3$ gives $4/3=1+\kappa/3$, so $\kappa=1$. Then

$$
\lambda=\frac{\omega}{\omega+2},\qquad c=-\lambda,\qquad f=\frac{1-\lambda}{1+\lambda}=\frac1{1+\omega}.
$$

For $\omega\to0$ the vacancy loses its correlation with the tracer before they exchange again, and $f\to1$. For $\omega\to\infty$ the two swap back and forth and $f\to0$. The tracer diffusivity is proportional to $\omega f=\omega/(1+\omega)$, which saturates: only a host hop of the vacancy can end the swapping, and the rate of host hops does not depend on $\omega$.

**Numbers for a germanium anneal**

Take one hour at 873 K. The inputs are rough typical values: lattice constant 0.566 nm, attempt frequency $10^{13}\ \mathrm{s^{-1}}$, formation energy 2.4 eV, migration energy 0.7 eV and formation entropy $9k_B$. Then $kT=0.07523$ eV and $d=0.2451$ nm. The vacancy fraction and the hop rate per bond are

$$
c_v=e^{9-2.4/0.07523}=1.13\times10^{-10},\qquad
w=10^{13}e^{-0.7/0.07523}=9.10\times10^{8}\ \mathrm{s^{-1}} .
$$

The vacancy makes $4w$ hops per second, so

$$
D_V=\frac{4wd^2}{6}=3.64\times10^{-7}\ \mathrm{cm^2/s}.
$$

Each tracer neighbour is vacant with probability $c_v$, so the tracer jumps at the rate $4wc_v$, and

$$
D^*=f c_vD_V=2.1\times10^{-17}\ \mathrm{cm^2/s}.
$$

The broadening is $\sqrt{2D^*t}=3.9$ nm. With $f$ set to 1 it would be 5.4 nm.

Vacancies left by the implant add to this. Suppose $\Phi=10^{14}\ \mathrm{cm^{-2}}$ of them start at depth $R=50$ nm and all drain to the surface without clustering or recombining. Let $I(x)$ be the time integral of their concentration. Integrating the diffusion equation over time gives $D_VI''=-\Phi\,\delta(x-R)$, with $I(0)=0$ and no slope beyond $R$. Hence $I=\Phi\min(x,R)/D_V$. With site density $n_s=4.41\times10^{22}\ \mathrm{cm^{-3}}$, a tracer at $x=R$ gains

$$
\int D^*\,dt=\frac{fD_VI}{n_s}=\frac{f\Phi R}{n_s}=5.7\times10^{-15}\ \mathrm{cm^2},
$$

which alone is a broadening of 1.1 nm. Here $D_V$ has cancelled. Added in squares, the total is 4.0 nm. At this dose the vacancies are not independent: with a capture radius $d$, each would meet about $4\pi d\,\Phi R\approx150$ others before reaching the surface, so clustering is to be expected if the vacancies are neutral. Like charges repel: for doubly negative vacancies, screened Coulomb repulsion (dielectric constant 16, screening length 1 to 4 nm) cuts the count below $10^{-3}$ at capture radius $d$, although at a radius of 1 nm it is again of order 100. Whether they cluster therefore depends on charge state and capture radius. The estimate still holds if the clusters are immobile and re-emit all their vacancies within the anneal, since capture and release then cancel in the time integral. Mobile clusters would move tracers by a mechanism of their own, which is not treated here. Recombination or permanent capture lowers it.

**How far real germanium departs from this**

Self-diffusion in germanium is dominated by vacancies, with an activation energy of roughly 3.1 eV, the sum used here. The split between formation and migration is less certain. In silicon, self-interstitials also contribute, so $f=1/2$ cannot be applied to the total self-diffusivity.

- **Doping.** This can be the largest effect here. The concentration of doubly negative vacancies scales as $(n/n_i)^2$ for nondegenerate electrons. The factors below assume that these vacancies carry all the diffusion already in intrinsic material; if they carry half of it and neutral vacancies the rest, the 27 below becomes 14. For $10^{19}\ \mathrm{cm^{-3}}$ donors and a rough $n_i=2\times10^{18}\ \mathrm{cm^{-3}}$, $D^*$ rises about 27-fold over the intrinsic value, and the thermal broadening about fivefold. The factor is sensitive to $n_i$: it runs from 46 to 18 for $n_i$ between $1.5$ and $2.5\times10^{18}\ \mathrm{cm^{-3}}$. These are Boltzmann values. With an effective density of states near $5\times10^{19}\ \mathrm{cm^{-3}}$ the Fermi level is only about $1.5\,kT$ below the band edge, and Fermi–Dirac statistics raise the factors by roughly 11 %, the 27 to about 30. The factor $f$ is unchanged as long as the four hops stay equivalent.
- **Energies and temperature.** With the prefactor fixed, an error of 0.1 eV in the activation energy changes $D^*$ by a factor 3.8, and a furnace 10 K too hot by 1.6. The first exceeds the factor 2 from correlation, so agreement with a measured $D^*$ at this accuracy would not confirm $f$.
- **Tracer barrier.** A barrier lower by 0.01 eV gives $\omega=1.14$ and $f=0.467$. $D^*$ then rises by 7 %, not 14 %.
- **Sinks.** If the vacancy lifetime $\tau$ gives $\sqrt{D_V\tau}=10$ nm, $f$ rises by about $10^{-4}$. Such sinks matter more for the implanted vacancies: most would never reach the surface, and their broadening would fall from 1.1 nm to about 0.3 nm.
- **Memory.** With the migration energy of 0.7 eV, about 2700 attempt periods pass between vacancy hops, which supports treating the hops as independent. This count is a quarter of the inverse Boltzmann factor of the barrier, so it depends on the uncertain split of the energies: a migration energy of 0.3 eV would leave about 13 periods, and independence would be less secure.

## Computed values

```
G0 - G2, zone sum: 1.33333333
mean cosine c from G0 - G2: -0.33333333
correlation factor f: 0.50000000
mean cosine, finite crystal: -0.333307
sites in finite crystal: 24344
G0, visits to start: 1.792882
probability same vacancy moves tracer again: 0.44224
P0, reversal: 0.36056
P1, each other bond: 0.02723
mean cosine if only same-vacancy jumps count: -0.7537
random walk steps: 1000000
random walk: mean cosine: -0.3335
random walk: cosine two jumps apart: 0.1115
random walk: return probability: 0.4429
random walk: reversal probability: 0.3608
random walk: f from squared displacements: 0.5002
Germanium anneal, rough inputs:
temperature: 873 K
anneal time: 3600 s
lattice constant: 0.566 nm
attempt frequency: 1e+13 1/s
vacancy formation energy: 2.4 eV
vacancy migration energy: 0.7 eV
formation entropy: 9 k_B
Germanium anneal, results:
thermal energy kT: 0.07523 eV
bond length: 0.2451 nm
site density: 4.412e+22 1/cm3
hop rate per bond: 9.098e+08 1/s
equilibrium vacancy fraction: 1.131e-10
vacancy diffusivity: 3.643e-07 cm2/s
tracer diffusivity: 2.061e-17 cm2/s
tracer broadening: 3.852 nm
broadening if correlation is forgotten: 5.448 nm
Neglected effects:
donor density: 1e+19 1/cm3
intrinsic density, rough: 2e+18 1/cm3
doping factor on D: 26.96
surviving implanted vacancies: 1e+14 1/cm2
depth of vacancies and tracer: 50 nm
broadening by implanted vacancies alone: 1.065 nm
thermal and implanted broadening together: 3.996 nm
drain time scale: 6.862e-05 s
initial implanted vacancy fraction: 0.0004533
vacancy diffusion length to sinks: 10 nm
change of f by sinks: 9.57e-05
tracer barrier lowered by: 0.01 eV
rate ratio omega: 1.142
f for that tracer: 0.4668
change of tracer D, factor: 1.066
attempt periods between vacancy hops: 2748
activation energy error: 0.1 eV
factor on D from that error: 3.778
furnace temperature error: 10 K
factor on D from that error in temperature: 1.595
```
